**Ordering and contact terms in the Darwin interaction**

For two opposite unit charges with masses $m_1,m_2$, linear ordering rules $c_1,c_2$ for the tensors $\delta_{ij}/r$ and $r_ir_j/r^3$ change the magnetic Hamiltonian by $-\pi\alpha(c_1-c_2)\delta^3(\mathbf r)/(m_1m_2)$. Here $\alpha$ is the fine-structure constant and $\mathbf r$ the relative position. The program asserts this shift by quadrature in the 1s, 2s and 2p states, and asserts that equal rules agree there. It also asserts symbolically that $p_r(1/r)p_r$ differs from the tensor ordering by $1/r^3$ away from the origin. One-photon amplitudes built from full scalar and Dirac currents are compared with the predicted contact terms at several angles and for two mass pairs. The Klein-Gordon and Dirac Coulomb levels provide a separate assertion of the one-body terms for 1s and 2s. For muonium masses the output gives a 1s magnetic energy of −1670.2 MHz with equal rules, and −3340.4 or 0 MHz with the two mixed rules. The leading 1s hyperfine splitting is 4453.8 MHz, without anomalous moments, radiative corrections or higher orders in $\alpha$.

## Check in Python

```python
"""
Ordering of the magnetic (orbit-orbit) Darwin interaction of two opposite
unit charges, in the centre-of-mass frame, hbar = c = 1:
    H_mag = -(alpha / (2 m1 m2)) * [F1_ij p_i p_j + F2_ij p_i p_j],
    F1_ij = delta_ij / r,   F2_ij = r_i r_j / r^3.
Rule c: (c/2)(F p p + p p F) + (1-c) p F p.
Result under test: rules c1 for F1 and c2 for F2 change the bracket by
2 pi (c1-c2) delta(r); equal rules agree. One-photon exchange between
particles of definite spin fixes the total contact term.
Wavefunctions use the Bohr length 1/(mu alpha), mu = reduced mass.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

# ---------- expectation values of the orderings, by 3D quadrature ----------
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
radius = sp.sqrt(x**2 + y**2 + z**2)
states = {
    "1s": (1, sp.exp(-radius) / sp.sqrt(sp.pi)),
    "2s": (2, (2 - radius) * sp.exp(-radius / 2) / sp.sqrt(32 * sp.pi)),
    "2p": (2, z * sp.exp(-radius / 2) / sp.sqrt(32 * sp.pi)),
}


def analyse(n, psi):
    """Integrals over all space of a real hydrogenic state."""
    t, wt = np.polynomial.laguerre.laggauss(20)
    u, wu = np.polynomial.legendre.leggauss(12)
    phi = 2 * np.pi * np.arange(12) / 12
    T, U, P = np.meshgrid(t, u, phi, indexing="ij")
    R = n * T / 2
    S = np.sqrt(1 - U**2)
    pos = np.array([R * S * np.cos(P), R * S * np.sin(P), R * U])
    weight = ((wt * np.exp(t))[:, None, None] * wu[None, :, None]
              * (2 * np.pi / 12) * (n / 2) * R**2)

    def evaluate(expr):
        return sp.lambdify(coords, expr, "numpy")(*pos) * np.ones_like(R)

    f = evaluate(psi)
    grad = np.array([evaluate(sp.diff(psi, a)) for a in coords])
    hess = np.array([[evaluate(sp.diff(psi, a, b)) for b in coords]
                     for a in coords])
    unit = pos / R
    tensors = (np.eye(3)[:, :, None, None, None] / R,
               unit[:, None] * unit[None, :] / R)
    out = {"norm": np.sum(weight * f**2)}
    out["inside"] = [np.sum(weight * np.einsum("iabc,ijabc,jabc->abc",
                                               grad, F, grad))
                     for F in tensors]
    out["outside"] = [-np.sum(weight * f * np.einsum("ijabc,ijabc->abc",
                                                     F, hess))
                      for F in tensors]
    laplacian = np.einsum("iiabc->abc", hess)
    out["p4"] = np.sum(weight * laplacian**2)
    radial_der = np.einsum("iabc,iabc->abc", unit, grad)
    out["radial_order"] = np.sum(weight * (radial_der + f / R)**2 / R)
    out["inverse_cube"] = np.sum(weight * f**2 / R**3)
    out["density0"] = float(psi.subs({x: 0, y: 0, z: 0})**2)
    return out


data = {name: analyse(*spec) for name, spec in states.items()}
for name, d in data.items():
    assert abs(d["norm"] - 1) < 1e-9
    for piece, sign in ((0, 1), (1, -1)):
        change = d["outside"][piece] - d["inside"][piece]
        assert abs(change - sign * 2 * np.pi * d["density0"]) < 1e-8
    # the whole tensor: both placements of the momenta must agree
    assert abs(sum(d["outside"]) - sum(d["inside"])) < 1e-8


def bracket(d, c1, c2):
    return sum(c * d["outside"][i] + (1 - c) * d["inside"][i]
               for i, c in enumerate((c1, c2)))


# ---------- an ordering whose difference is not a contact term ----------
rr = sp.symbols("r", positive=True)
func = sp.Function("f")(rr)


def radial_momentum(g):
    return -sp.I * (sp.diff(g, rr) + g / rr)


radial_version = radial_momentum(radial_momentum(func) / rr)
tensor_version = -sp.diff(rr * sp.diff(func, rr), rr) / rr**2
assert sp.simplify(radial_version - tensor_version - func / rr**3) == 0
d2p = data["2p"]
extra_2p = d2p["radial_order"] - d2p["inside"][1]
assert abs(extra_2p - d2p["inverse_cube"]) < 1e-8


def radial_integrand(log_r):
    r = np.exp(log_r)
    f = np.exp(-r) / np.sqrt(np.pi)
    return 4 * np.pi * r**2 * (-f + f / r)**2


decade = quad(radial_integrand, np.log(1e-6), np.log(1e-5))[0]
decade_law = 4 * np.pi * data["1s"]["density0"] * np.log(10)
assert abs(decade / decade_law - 1) < 1e-4

# ---------- Fourier transforms of F1 and F2 ----------
# Radial integral with vanishing screening gives -1/(k x)^2, x = cos(angle);
# screening puts the pole above the real axis, so the path runs below it.


def transform(angular):
    """k^2 times the transform of angular(x)/r."""
    return complex(mp.quad(lambda c: -2 * mp.pi * angular(c) / c**2,
                           [-1, -1j, 1]))


ft_scalar = transform(lambda c: 1)
ft_along = transform(lambda c: c**2)
ft_across = transform(lambda c: (1 - c**2) / 2)
assert abs(ft_scalar - 4 * np.pi) < 1e-9
assert abs(ft_along + 4 * np.pi) < 1e-9
assert abs(ft_across - 4 * np.pi) < 1e-9


def ordered_element(p_in, p_out, c1, c2):
    """Plane-wave matrix element of the ordered bracket."""
    k = p_out - p_in
    k2 = k @ k
    F1 = ft_scalar.real * np.eye(3) / k2
    kk = np.outer(k, k) / k2
    F2 = (ft_across.real * (np.eye(3) - kk) + ft_along.real * kk) / k2
    total = 0.0
    for c, F in ((c1, F1), (c2, F2)):
        outer = (p_in @ F @ p_in + p_out @ F @ p_out) / 2
        total += c * outer + (1 - c) * (p_out @ F @ p_in)
    return total


# ---------- one-photon exchange with full relativistic currents ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
dirac_alpha = [np.kron(pauli[0], s) for s in pauli]


def spinor(p, m):
    E = np.sqrt(m * m + p @ p)
    lower = np.einsum("i,iab->ab", p, pauli) / (E + m)
    return np.sqrt((E + m) / (2 * E)) * np.vstack([np.eye(2), lower])


def current(p_in, p_out, m, is_half):
    """Charge density and current, normalized to unit density."""
    if not is_half:
        E = np.sqrt(m * m + p_in @ p_in)
        return [np.eye(1)] + [np.eye(1) * v for v in (p_in + p_out) / (2 * E)]
    a, b = spinor(p_in, m), spinor(p_out, m).conj().T
    return [b @ a] + [b @ M @ a for M in dirac_alpha]


def contact_from_amplitude(m1, m2, half1, half2, angle):
    """Contact coefficients divided by alpha: spin average, sigma1.sigma2."""
    p = 1e-3 * m1
    a = p * np.array([0.0, 0.0, 1.0])
    b = p * np.array([np.sin(angle), 0.0, np.cos(angle)])
    k2 = (b - a) @ (b - a)
    J1 = current(a, b, m1, half1)
    J2 = current(-a, -b, m2, half2)
    V = np.kron(J1[0], J2[0]) - sum(np.kron(J1[i], J2[i]) for i in (1, 2, 3))
    V = -4 * np.pi * V / k2
    size = V.shape[0]
    classical = -4 * np.pi / k2 - ordered_element(a, b, 0, 0) / (2 * m1 * m2)
    rest = V - classical * np.eye(size)
    average = np.trace(rest).real / size
    spin_spin = 0.0
    if half1 and half2:
        dot = sum(np.kron(s, s) for s in pauli)
        spin_spin = np.trace(rest @ dot).real / np.trace(dot @ dot).real
    return average, spin_spin


mass_ratio = const.value("muon mass") / const.value("electron mass")
pairs = [(0, 0), (1, 0), (0, 1), (1, 1)]
for m1, m2 in ((1.0, 1.7), (1.0, mass_ratio)):
    for h1, h2 in pairs:
        for angle in (0.6, 1.5, 2.8):
            avg, ss = contact_from_amplitude(m1, m2, h1, h2, angle)
            expected = np.pi / 2 * (h1 / m1**2 + h2 / m2**2)
            expected_ss = h1 * h2 * 2 * np.pi / (3 * m1 * m2)
            # neglected terms are of relative size (p/m)^2 = 1e-6
            assert abs(avg - expected) < 3e-5
            assert abs(ss - expected_ss) < 3e-5 / (m1 * m2)

# an ordering change is a constant in the amplitude, at every angle
for angle in (0.6, 1.5, 2.8):
    a = np.array([0.0, 0.0, 1.0])
    b = np.array([np.sin(angle), 0.0, np.cos(angle)])
    for c1, c2 in ((1, 0), (0, 1), (0.5, 0.5), (1, 1), (0.3, 0.8)):
        shift = ordered_element(a, b, c1, c2) - ordered_element(a, b, 0, 0)
        assert abs(shift - 2 * np.pi * (c1 - c2)) < 1e-8

# ---------- one-body check against exact Coulomb levels ----------
mp.mp.dps = 40


def fourth_order(n, kappa):
    """alpha^4 coefficient; kappa = 1/2 Klein-Gordon, 1 Dirac, s states."""
    al = mp.mpf("1e-4")
    eff = n - kappa + mp.sqrt(kappa**2 - al**2)
    E = 1 / mp.sqrt(1 + (al / eff)**2)
    return float((E - 1 + al**2 / (2 * n**2)) / al**4)


one_body = {}
for name, n in (("1s", 1), ("2s", 2)):
    kinetic = -data[name]["p4"] / 8
    darwin = np.pi / 2 * data[name]["density0"]
    kg = fourth_order(n, mp.mpf(1) / 2)
    di = fourth_order(n, mp.mpf(1))
    assert abs(kinetic - kg) < 1e-6
    assert abs(kinetic + darwin - di) < 1e-6
    one_body[name] = (kinetic, darwin, kg, di)

# ---------- worked example: muonium masses ----------
alpha = const.fine_structure
mu = mass_ratio / (1 + mass_ratio)
rest_MHz = const.m_e * const.c**2 / const.h / 1e6
scale = alpha**4 * mu**3 * rest_MHz        # contact coefficient -> MHz
unit_MHz = scale / mass_ratio

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"muon/electron mass ratio m2/m1 = {mass_ratio:.5f}")
print(f"reduced mass mu/m1 = {mu:.7f}")
print(f"U = alpha^4 mu^3/(m1 m2) = {unit_MHz:.3f} MHz")
for name in ("1s", "2s", "2p"):
    d = data[name]
    print(f"{name}: density at origin = {d['density0']:.6f} per Bohr^3")
    print(f"{name}: <pF1p>, <pF2p> = {d['inside'][0]:.6f}, "
          f"{d['inside'][1]:.6f} Bohr^-3")
    print(f"{name}: <F1pp>, <F2pp> = {d['outside'][0]:.6f}, "
          f"{d['outside'][1]:.6f} Bohr^-3")
print("Magnetic orbital energy for ordering rules (c1, c2), MHz:")
for c1, c2 in ((0, 0), (0.5, 0.5), (1, 1), (1, 0), (0, 1)):
    e1, e2 = (-bracket(data[s], c1, c2) / 2 * unit_MHz + 0.0
              for s in ("1s", "2s"))
    e1, e2 = round(e1, 3) + 0.0, round(e2, 3) + 0.0
    print(f"  ({c1}, {c2}): 1s {e1:.3f}, 2s {e2:.3f}")
print(f"2p: extra term of p_r(1/r)p_r = {extra_2p:.6f} Bohr^-3")
print(f"2p: <1/r^3> = {d2p['inverse_cube']:.6f} Bohr^-3")
print(f"1s: p_r(1/r)p_r growth per cutoff decade = {decade:.4f} Bohr^-3")
print("Spin-averaged contact energy from the amplitude, MHz,")
print("and the c1-c2 that would imitate it (dimensionless):")
labels = {0: "0", 1: "1/2"}
for h1, h2 in pairs:
    avg, ss = contact_from_amplitude(1.0, mass_ratio, h1, h2, 1.5)
    e1, e2 = (round(avg * data[s]["density0"] * scale, 2) + 0.0
              for s in ("1s", "2s"))
    fake = round(-avg * mass_ratio / np.pi, 3) + 0.0
    print(f"  spins {labels[h1]}-{labels[h2]}: 1s {e1:.2f}, 2s {e2:.2f}; "
          f"c1-c2 = {fake:.3f}")
for name in ("1s", "2s"):
    contact = ss * data[name]["density0"] * scale
    print(f"{name} spin contact: triplet {contact:.2f}, "
          f"singlet {-3 * contact:.2f}, splitting {4 * contact:.2f} MHz")
print("Fixed-centre check, coefficients of m alpha^4:")
for name, (kin, dar, kg, di) in one_body.items():
    print(f"  {name}: kinetic {kin:.6f}, Darwin {dar:.6f}")
    print(f"  {name}: Klein-Gordon {kg:.6f}, Dirac {di:.6f}")
print("PASS")
```

Printed output:

```
fine-structure constant alpha = 0.007297353
muon/electron mass ratio m2/m1 = 206.76828
reduced mass mu/m1 = 0.9951869
U = alpha^4 mu^3/(m1 m2) = 1670.190 MHz
1s: density at origin = 0.318310 per Bohr^3
1s: <pF1p>, <pF2p> = 1.000000, 1.000000 Bohr^-3
1s: <F1pp>, <F2pp> = 3.000000, -1.000000 Bohr^-3
2s: density at origin = 0.039789 per Bohr^3
2s: <pF1p>, <pF2p> = 0.187500, 0.187500 Bohr^-3
2s: <F1pp>, <F2pp> = 0.437500, -0.062500 Bohr^-3
2p: density at origin = 0.000000 per Bohr^3
2p: <pF1p>, <pF2p> = 0.104167, 0.020833 Bohr^-3
2p: <F1pp>, <F2pp> = 0.104167, 0.020833 Bohr^-3
Magnetic orbital energy for ordering rules (c1, c2), MHz:
  (0, 0): 1s -1670.190, 2s -313.161
  (0.5, 0.5): 1s -1670.190, 2s -313.161
  (1, 1): 1s -1670.190, 2s -313.161
  (1, 0): 1s -3340.379, 2s -521.934
  (0, 1): 1s 0.000, 2s -104.387
2p: extra term of p_r(1/r)p_r = 0.041667 Bohr^-3
2p: <1/r^3> = 0.041667 Bohr^-3
1s: p_r(1/r)p_r growth per cutoff decade = 9.2102 Bohr^-3
Spin-averaged contact energy from the amplitude, MHz,
and the c1-c2 that would imitate it (dimensionless):
  spins 0-0: 1s 0.00, 2s 0.00; c1-c2 = 0.000
  spins 1/2-0: 1s 172670.99, 2s 21583.87; c1-c2 = -103.384
  spins 0-1/2: 1s 4.04, 2s 0.50; c1-c2 = -0.002
  spins 1/2-1/2: 1s 172675.03, 2s 21584.38; c1-c2 = -103.386
1s spin contact: triplet 1113.46, singlet -3340.38, splitting 4453.84 MHz
2s spin contact: triplet 139.18, singlet -417.55, splitting 556.73 MHz
Fixed-centre check, coefficients of m alpha^4:
  1s: kinetic -0.625000, Darwin 0.500000
  1s: Klein-Gordon -0.625000, Dirac -0.125000
  2s: kinetic -0.101563, Darwin 0.062500
  2s: Klein-Gordon -0.101563, Dirac -0.039063
PASS
```
